# The Fu–Kane parity criterion for Z2 topological insulators, derived two ways: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Parity criterion for the Z2 index of an insulator with inversion symmetry.

Result under test: (-1)^nu = product over the invariant momenta of eta, where
eta is the product of the parities of one member of each occupied Kramers pair.
The index nu is found independently, by following the Wilson-loop phases.

Symbols: u = cell-periodic occupied states, V_G = exp(-i G.r),
W(ky) = Wilson loop along kx, theta = matrix part of time reversal,
P = inversion matrix, B = V_{2 Gamma} P = parity operator at Gamma,
chi = sum of one Wilson phase from each Kramers pair on an invariant line,
Phi = sum of all Wilson phases. Lattice constant 1; energies in hopping t.
"""
import itertools
import numpy as np

TWO_PI = 2 * np.pi


def dagger(x):
    return np.conj(np.swapaxes(x, -1, -2))


def wilson(ham, pos, ky, nkx, nocc):
    """Wilson loops, half-way transports, states at kx = 0 and kx = pi."""
    kx = TWO_PI * np.arange(nkx) / nkx
    gx, gy = np.meshgrid(kx, ky)
    u = np.linalg.eigh(ham(gx, gy))[1][..., :nocc]
    following = np.roll(u, -1, axis=1)
    v_g = np.exp(-1j * TWO_PI * pos[:, 0])
    following[:, -1] = v_g[:, None] * u[:, 0]
    left, _, right = np.linalg.svd(dagger(following) @ u)
    link = left @ right
    w = np.eye(nocc, dtype=complex)
    half = None
    for j in range(nkx):
        w = link[:, j] @ w
        if j == nkx // 2 - 1:
            half = w.copy()
    return w, half, u[:, 0], u[:, nkx // 2]


def largest_gap(phases):
    s = np.sort(phases % TWO_PI)
    gaps = np.diff(np.append(s, s[0] + TWO_PI))
    i = int(np.argmax(gaps))
    return s, i, s[i] + gaps[i] / 2


def flow_index(w):
    """Parity of crossings of a reference curve running in the largest gap."""
    phases = np.angle(np.linalg.eigvals(w))
    curve = [largest_gap(p)[2] for p in phases]
    count = 0
    for j in range(len(curve) - 1):
        arc = (curve[j + 1] - curve[j]) % TWO_PI
        count += int(np.sum((phases[j + 1] - curve[j]) % TWO_PI < arc))
    return count % 2


def kramers_half_product(w):
    """exp(i chi): product of one Wilson eigenvalue from each Kramers pair."""
    s, i, _ = largest_gap(np.angle(np.linalg.eigvals(w)))
    z = np.exp(1j * np.roll(s, -(i + 1)))
    assert np.allclose(z[::2], z[1::2], atol=1e-6)
    return np.prod(z[::2])


def parity_operator(u, gamma, pos, inv):
    phase = np.exp(-2j * (pos @ np.array(gamma)))
    return dagger(u) @ (phase[:, None] * (inv @ u))


def eta_of(b):
    e = np.linalg.eigvalsh(b)
    assert np.allclose(np.abs(e), 1, atol=1e-7)
    assert np.allclose(e[::2], e[1::2], atol=1e-7)
    return int(round(np.prod(e[::2])))


def pfaffian4(m):
    assert np.allclose(m, -m.T, atol=1e-7)
    return m[0, 1] * m[2, 3] - m[0, 2] * m[1, 3] + m[0, 3] * m[1, 2]


# ---- random two-dimensional models: four orbitals with spin, two pairs filled
orb_pos = np.array([[0, 0], [0.5, 0], [0.2, 0.3], [-0.2, -0.3]])
POS = np.repeat(orb_pos, 2, axis=0)
orb_inv = np.array([[1, 0, 0, 0], [0, -1, 0, 0], [0, 0, 0, 1], [0, 0, 1, 0]])
INV = np.kron(orb_inv, np.eye(2))
THETA = np.kron(np.eye(4), np.array([[0, 1], [-1, 0]]))


def random_model(rng, breaking):
    cells = [(0, 0, 1.0), (1, 0, 1.0), (0, 1, 1.0), (1, 1, 0.5)]
    hops = [(a, b, s * (rng.normal(size=(8, 8)) + 1j * rng.normal(size=(8, 8))))
            for a, b, s in cells]

    def raw(kx, ky):
        m = sum(np.exp(1j * (a * kx + b * ky))[..., None, None] * t
                for a, b, t in hops)
        m = m + dagger(m)
        d = np.exp(1j * (kx[..., None] * POS[:, 0] + ky[..., None] * POS[:, 1]))
        return np.conj(d)[..., :, None] * m * d[..., None, :]

    def reversal_symmetric(kx, ky):
        return (raw(kx, ky) + THETA @ np.conj(raw(-kx, -ky)) @ THETA.T) / 2

    def ham(kx, ky):
        a = reversal_symmetric(kx, ky)
        b = INV @ reversal_symmetric(-kx, -ky) @ INV
        return (a + b) / 2 + breaking * (a - b) / 2
    return ham


def gapped_models(rng, breaking, wanted):
    g = TWO_PI * np.arange(20) / 20
    gx, gy = np.meshgrid(g, g)
    found = []
    for _ in range(500):
        ham = random_model(rng, breaking)
        e = np.linalg.eigvalsh(ham(gx, gy))
        if np.min(e[..., 4] - e[..., 3]) > 0.1 * (e.max() - e.min()):
            found.append(ham)
        if len(found) == wanted:
            break
    assert len(found) == wanted
    return found


rng = np.random.default_rng(7)
KY = np.linspace(0, np.pi, 101)
NKX = 48
indices = []
det_error = 0.0
for ham in gapped_models(rng, 0.0, 14):
    w, half, u0, u1 = wilson(ham, POS, KY, NKX, 4)
    det_error = max(det_error, np.max(np.abs(np.linalg.det(w) - 1)))
    a_all = dagger(u0) @ (INV @ THETA) @ np.conj(u0)
    assert np.allclose(w @ a_all, a_all @ np.conj(w), atol=1e-7)
    product = 1
    for j in (0, -1):
        g1, g2 = (0.0, KY[j]), (np.pi, KY[j])
        b1 = parity_operator(u0[j], g1, POS, INV)
        b2 = parity_operator(u1[j], g2, POS, INV)
        b2_moved = dagger(half[j]) @ b2 @ half[j]
        assert np.allclose(w[j], b1 @ b2_moved, atol=1e-7)
        eta1, eta2 = eta_of(b1), eta_of(b2)
        a = a_all[j]
        phase = np.exp(-2j * (POS @ np.array(g1)))
        m = dagger(u0[j]) @ (phase[:, None] * (THETA @ np.conj(u0[j])))
        assert np.allclose(m, b1 @ a, atol=1e-7)
        assert abs(pfaffian4(b1 @ a) / pfaffian4(a) - eta1) < 1e-6
        assert abs(pfaffian4(b2_moved @ a) / pfaffian4(a) - eta2) < 1e-6
        half_product = kramers_half_product(w[j])
        assert abs(pfaffian4(w[j] @ m) / pfaffian4(m) - half_product) < 1e-6
        assert abs(half_product - eta1 * eta2) < 1e-6
        product *= eta1 * eta2
    nu = flow_index(w)
    assert (-1) ** nu == product
    indices.append(nu)
assert det_error < 1e-7
assert 0 < sum(indices) < len(indices)

# ---- inversion broken: the crossing count still obeys the half-phase formula
phase_changes = []
for ham in gapped_models(rng, 0.3, 7):
    w, _, u0, _ = wilson(ham, POS, KY, NKX, 4)
    total = np.unwrap(np.angle(np.linalg.det(w)))
    change = total[-1] - total[0]
    ratio = kramers_half_product(w[-1]) / kramers_half_product(w[0])
    assert abs(ratio * np.exp(-0.5j * change) - (-1) ** flow_index(w)) < 1e-6
    phase_changes.append(abs(change))
assert max(phase_changes) > 0.05

print("Random 2D models with inversion:", len(indices))
print("  of these with nu = 0:", indices.count(0), " nu = 1:", indices.count(1))
print(f"  largest |det W - 1|: {det_error:.1e}")
print("Random 2D models with broken inversion:", len(phase_changes))
print(f"  largest |change of Phi|: {max(phase_changes):.3f} rad")

# ---- worked example: four-band model on the simple cubic lattice
LAM = 1.0
SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)
INV3 = np.kron(SZ, np.eye(2))
SPIN_ORBIT = [np.kron(SX, s) for s in (SX, SY, SZ)]
POS3 = np.zeros((4, 2))


def cubic(mass, kx, ky, kz):
    ks = np.broadcast_arrays(kx, ky, kz)
    d = mass - sum(np.cos(k) for k in ks)
    h = d[..., None, None] * INV3
    for k, mat in zip(ks, SPIN_ORBIT):
        h = h + LAM * np.sin(k)[..., None, None] * mat
    return h


MASSES = (4.0, 2.0, 0.5)
CORNERS = list(itertools.product((0, 1), repeat=3))
grid = TWO_PI * np.arange(20) / 20
mesh = np.meshgrid(grid, grid, grid)
parity = {}
summary = []
for mass in MASSES:
    e = np.linalg.eigvalsh(cubic(mass, *mesh))
    gap = np.min(e[..., 2] - e[..., 1])
    assert gap > 0.1
    for c in CORNERS:
        k = np.pi * np.array(c)
        u = np.linalg.eigh(cubic(mass, *k))[1][:, :2]
        parity[mass, c] = eta_of(dagger(u) @ INV3 @ u)
        assert parity[mass, c] == -np.sign(mass - np.sum(np.cos(k)))
    flows = []
    for side in (0, 1):
        def plane(kx, ky, kz=np.pi * side, mass=mass):
            return cubic(mass, kx, ky, kz)
        nu = flow_index(wilson(plane, POS3, KY, NKX, 2)[0])
        expected = np.prod([parity[mass, c] for c in CORNERS if c[2] == side])
        assert (-1) ** nu == expected
        flows.append(nu)
    total = int(np.prod([parity[mass, c] for c in CORNERS]))
    strong = (1 - total) // 2
    assert strong == sum(flows) % 2
    weak = [int(1 - np.prod([parity[mass, c] for c in CORNERS if c[i] == 1])) // 2
            for i in range(3)]
    summary.append((mass, gap, flows, total, strong, weak))
assert [s[4] for s in summary] == [0, 1, 0]
assert summary[0][5] == [0, 0, 0] and summary[2][5] == [1, 1, 1]

print(f"Cubic model: hopping t = 1, lambda = {LAM:.1f} t")
print("Parity of the occupied pair; momentum in units of pi")
print("momentum   " + "  ".join(f"M={m:.1f}t" for m in MASSES))
for c in CORNERS:
    print(f"{c}  " + "  ".join(f"{parity[m, c]:+6d}" for m in MASSES))
print("M - sum cos(k) for M = 2 t, in t:")
for c in ((0, 0, 0), (1, 0, 0), (1, 1, 0), (1, 1, 1)):
    print(f"  at {c}: {2.0 - np.sum(np.cos(np.pi * np.array(c))):+.1f}")
for mass, gap, flows, total, strong, weak in summary:
    print(f"M = {mass:.1f} t: smallest direct gap on 20^3 grid {gap:.3f} t")
    print(f"  nu from phase flow: kz=0 plane {flows[0]}, kz=pi plane {flows[1]}")
    print(f"  parity product {total:+d}, strong {strong}, weak {weak}")


def strong_plane(kx, ky):
    return cubic(2.0, kx, ky, 0.0)


sample = np.linspace(0, np.pi, 5)
tables = []
for n in (400, 800):
    w = wilson(strong_plane, POS3, sample, n, 2)[0]
    phases = np.abs(np.angle(np.linalg.eigvals(w)))
    assert np.allclose(phases[:, 0], phases[:, 1], atol=1e-6)
    tables.append(phases[:, 0] / np.pi)
assert np.max(np.abs(tables[0] - tables[1])) < 2e-4
print("M = 2 t, kz = 0: Wilson phases are +x and -x, in units of pi")
for ky, x in zip(sample, tables[1]):
    print(f"  ky = {ky / np.pi:.2f} pi: x = {x:.3f}")

print("all tests passed")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 166, in <module>
    for ham in gapped_models(rng, 0.3, 7):
               ^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 126, in gapped_models
    assert len(found) == wanted
           ^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: All tests on the inversion-symmetric models had passed; the program stopped because its search for models with broken inversion found fewer than seven with the required gap among 500 draws. Broken inversion at strength 0.3 splits the doubly degenerate bands and narrows the gap, so this was a fault of the sampling and not of the physics. Now seven of the symmetric models already accepted are reused, each with the largest inversion-breaking strength from a fixed list that leaves a direct gap above 0.06 of the total bandwidth. This gap condition is looser than the former 0.1 and the breaking is weaker, so these loops use a finer momentum mesh; the tested formula and all assertion tolerances are unchanged.

Diff:

```diff
@@ -91,5 +91,5 @@
 
 
-def random_model(rng, breaking):
+def random_model(rng):
     cells = [(0, 0, 1.0), (1, 0, 1.0), (0, 1, 1.0), (1, 1, 0.5)]
     hops = [(a, b, s * (rng.normal(size=(8, 8)) + 1j * rng.normal(size=(8, 8))))
@@ -106,5 +106,6 @@
         return (raw(kx, ky) + THETA @ np.conj(raw(-kx, -ky)) @ THETA.T) / 2
 
-    def ham(kx, ky):
+    def ham(kx, ky, breaking=0.0):
+        """Even part under inversion plus 'breaking' times the odd part."""
         a = reversal_symmetric(kx, ky)
         b = INV @ reversal_symmetric(-kx, -ky) @ INV
@@ -113,25 +114,30 @@
 
 
-def gapped_models(rng, breaking, wanted):
-    g = TWO_PI * np.arange(20) / 20
-    gx, gy = np.meshgrid(g, g)
-    found = []
-    for _ in range(500):
-        ham = random_model(rng, breaking)
-        e = np.linalg.eigvalsh(ham(gx, gy))
-        if np.min(e[..., 4] - e[..., 3]) > 0.1 * (e.max() - e.min()):
-            found.append(ham)
-        if len(found) == wanted:
-            break
-    assert len(found) == wanted
-    return found
+# time reversal makes half of the zone sufficient for the gap search
+HALF_X, HALF_Y = np.meshgrid(TWO_PI * np.arange(20) / 20,
+                             TWO_PI * np.arange(11) / 20)
+
+
+def relative_gap(ham, breaking=0.0):
+    """Smallest direct gap above band 4, divided by the total bandwidth."""
+    e = np.linalg.eigvalsh(ham(HALF_X, HALF_Y, breaking))
+    return np.min(e[..., 4] - e[..., 3]) / (e.max() - e.min())
 
 
 rng = np.random.default_rng(7)
+models = []
+for _ in range(500):
+    candidate = random_model(rng)
+    if relative_gap(candidate) > 0.1:
+        models.append(candidate)
+    if len(models) == 14:
+        break
+assert len(models) == 14
+
 KY = np.linspace(0, np.pi, 101)
 NKX = 48
 indices = []
 det_error = 0.0
-for ham in gapped_models(rng, 0.0, 14):
+for ham in models:
     w, half, u0, u1 = wilson(ham, POS, KY, NKX, 4)
     det_error = max(det_error, np.max(np.abs(np.linalg.det(w) - 1)))
@@ -163,7 +169,18 @@
 
 # ---- inversion broken: the crossing count still obeys the half-phase formula
+KY_FINE = np.linspace(0, np.pi, 141)
+NKX_FINE = 64
 phase_changes = []
-for ham in gapped_models(rng, 0.3, 7):
-    w, _, u0, _ = wilson(ham, POS, KY, NKX, 4)
+strengths = []
+for ham in models[:7]:
+    allowed = [b for b in (0.3, 0.2, 0.1, 0.05, 0.02, 0.01)
+               if relative_gap(ham, b) > 0.06]
+    assert allowed
+    strength = allowed[0]
+
+    def broken(kx, ky, ham=ham, strength=strength):
+        return ham(kx, ky, strength)
+
+    w = wilson(broken, POS, KY_FINE, NKX_FINE, 4)[0]
     total = np.unwrap(np.angle(np.linalg.det(w)))
     change = total[-1] - total[0]
@@ -171,4 +188,5 @@
     assert abs(ratio * np.exp(-0.5j * change) - (-1) ** flow_index(w)) < 1e-6
     phase_changes.append(abs(change))
+    strengths.append(strength)
 assert max(phase_changes) > 0.05
 
@@ -177,4 +195,5 @@
 print(f"  largest |det W - 1|: {det_error:.1e}")
 print("Random 2D models with broken inversion:", len(phase_changes))
+print(f"  weight of odd part: {min(strengths):.2f} to {max(strengths):.2f}")
 print(f"  largest |change of Phi|: {max(phase_changes):.3f} rad")
 
@@ -191,8 +210,8 @@
 def cubic(mass, kx, ky, kz):
     ks = np.broadcast_arrays(kx, ky, kz)
-    d = mass - sum(np.cos(k) for k in ks)
+    d = np.asarray(mass - sum(np.cos(k) for k in ks))
     h = d[..., None, None] * INV3
     for k, mat in zip(ks, SPIN_ORBIT):
-        h = h + LAM * np.sin(k)[..., None, None] * mat
+        h = h + LAM * np.asarray(np.sin(k))[..., None, None] * mat
     return h
 
```

Output now:

```
Random 2D models with inversion: 14
  of these with nu = 0: 7  nu = 1: 7
  largest |det W - 1|: 1.8e-14
Random 2D models with broken inversion: 7
  weight of odd part: 0.05 to 0.30
  largest |change of Phi|: 1.106 rad
Cubic model: hopping t = 1, lambda = 1.0 t
Parity of the occupied pair; momentum in units of pi
momentum   M=4.0t  M=2.0t  M=0.5t
(0, 0, 0)      -1      +1      +1
(0, 0, 1)      -1      -1      +1
(0, 1, 0)      -1      -1      +1
(0, 1, 1)      -1      -1      -1
(1, 0, 0)      -1      -1      +1
(1, 0, 1)      -1      -1      -1
(1, 1, 0)      -1      -1      -1
(1, 1, 1)      -1      -1      -1
M - sum cos(k) for M = 2 t, in t:
  at (0, 0, 0): -1.0
  at (1, 0, 0): +1.0
  at (1, 1, 0): +3.0
  at (1, 1, 1): +5.0
M = 4.0 t: smallest direct gap on 20^3 grid 2.000 t
  nu from phase flow: kz=0 plane 0, kz=pi plane 0
  parity product +1, strong 0, weak [0, 0, 0]
M = 2.0 t: smallest direct gap on 20^3 grid 2.000 t
  nu from phase flow: kz=0 plane 1, kz=pi plane 0
  parity product -1, strong 1, weak [0, 0, 0]
M = 0.5 t: smallest direct gap on 20^3 grid 1.000 t
  nu from phase flow: kz=0 plane 1, kz=pi plane 1
  parity product +1, strong 0, weak [1, 1, 1]
M = 2 t, kz = 0: Wilson phases are +x and -x, in units of pi
  ky = 0.00 pi: x = 1.000
  ky = 0.25 pi: x = 0.406
  ky = 0.50 pi: x = 0.179
  ky = 0.75 pi: x = 0.072
  ky = 1.00 pi: x = 0.000
all tests passed
```
